# Temperature profile and thermal healing length of a Joule-heated filament: a numerical check

```python
"""
Joule-heated filament with lateral heat loss: result under test
    theta(x) = (q/g) * (1 - cosh(x/lam)/cosh(L/(2 lam))),  lam = sqrt(k A/g)
theta: temperature rise above the electrodes, averaged over the cross-section
q: heating per length, I^2/(sigma A);  A = pi a^2;  L: filament length
g: lateral thermal conductance per length (interface and oxide shell in series)
k, k_ox: thermal conductivities of filament and oxide;  sigma: electrical one
a, b: filament radius and outer shell radius;  G: interface conductance per area
u = L/(2 lam).  All quantities are in SI units inside the program.
"""
import numpy as np
import sympy as sp
from scipy.constants import nano, micro
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import j0, j1, y0, y1

a, b = 4 * nano, 12 * nano
k, k_ox, G = 10.0, 1.0, 1e8
sigma, current = 1e6, 200 * micro
lengths = [10 * nano, 50 * nano, 200 * nano]
target_rise = 300.0

A = np.pi * a**2
series_factor = np.log(b / a) + k_ox / (G * a)
g = 2 * np.pi * k_ox / series_factor
lam = np.sqrt(k * A / g)
q = current**2 / (sigma * A)


def profile(x, L, g_side=g):
    decay = np.sqrt(k * A / g_side)
    return q / g_side * (1 - np.cosh(x / decay) / np.cosh(L / (2 * decay)))


def solve_slices(L, heating=q, g_side=g, n=4001):
    """Finite-volume solution of the slice energy balance, cold ends."""
    h = L / n
    x = (np.arange(n) + 0.5) * h - L / 2
    bands = np.zeros((3, n))
    bands[0, 1:] = -k * A / h**2
    bands[2, :-1] = -k * A / h**2
    bands[1] = 2 * k * A / h**2 + g_side
    bands[1, [0, -1]] += k * A / h**2
    return x, solve_banded((1, 1), bands, np.full(n, heating))


def solve_cylinder(L, n_fil=16, n_ox=32, nz=120):
    """Axisymmetric filament plus shell; half length, mirror plane at z = 0."""
    dr, dz = a / n_fil, L / 2 / nz
    assert abs(n_ox * dr - (b - a)) < 1e-6 * a
    n = n_fil + n_ox
    r = (np.arange(n) + 0.5) * dr
    area = 2 * np.pi * r * dr
    cond = np.where(np.arange(n) < n_fil, k, k_ox)
    face = np.arange(1, n) * dr
    link = 2 * np.pi * face * cond[:-1] / dr
    link[n_fil - 1] = 2 * np.pi * a / (dr / (2 * k) + 1 / G + dr / (2 * k_ox))
    diagonal = np.zeros(n)
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[-1] += 2 * np.pi * b * k_ox / (dr / 2)
    radial = diags([-link, diagonal, -link], [-1, 0, 1])
    main = np.full(nz, 2.0)
    main[0], main[-1] = 1.0, 3.0
    off = -np.ones(nz - 1)
    axial = diags([off, main, off], [-1, 0, 1])
    matrix = kron(identity(nz), radial) * dz + kron(axial, diags(cond * area)) / dz
    source = np.where(np.arange(n) < n_fil, q / A * area, 0.0) * dz
    field = spsolve(matrix.tocsc(), np.tile(source, nz)).reshape(nz, n)
    mean_mid = np.sum(field[0, :n_fil] * area[:n_fil]) / np.sum(area[:n_fil])
    return mean_mid, field[0, :n_fil], r[:n_fil]


# Symbolic check of the differential equation, end condition and expansion
xs, Ls, ls, qs, gs, us = sp.symbols("x L lam q g u", positive=True)
form = qs / gs * (1 - sp.cosh(xs / ls) / sp.cosh(Ls / (2 * ls)))
assert sp.simplify(gs * ls**2 * sp.diff(form, xs, 2) - gs * form + qs) == 0
assert sp.simplify(form.subs(xs, Ls / 2)) == 0
short_series = sp.series(2 * (1 - 1 / sp.cosh(us)) / us**2, us, 0, 4).removeO()
assert sp.expand(short_series - (1 - sp.Rational(5, 12) * us**2)) == 0

# Lateral conductance from a radial quadrature of the thermal resistance
shell_res = quad(lambda s: 1 / (2 * np.pi * s * k_ox), a / nano, b / nano)[0]
assert abs(1 / (shell_res + 1 / (2 * np.pi * a * G)) / g - 1) < 1e-9

# Slice equation, heat budget, voltage law and reduced cylinder for each length
rows = []
for L in lengths:
    u = L / (2 * lam)
    x, theta = solve_slices(L)
    peak = profile(0.0, L)
    assert np.max(np.abs(theta - profile(x, L))) < 1e-4 * peak
    end_fraction = np.tanh(u) / u
    assert abs(1 - g * theta.mean() / q - end_fraction) < 1e-4
    mean = q / g * (1 - end_fraction)
    assert abs(theta.max() / theta.mean() - peak / mean) < 1e-3
    shape = (1 - 1 / np.cosh(u)) / u**2
    volts = np.sqrt(target_rise * 4 * k / (sigma * shape))
    driven = solve_slices(L, heating=sigma * A * (volts / L)**2)[1]
    assert abs(driven.max() / target_rise - 1) < 1e-4
    doubled = solve_slices(L, g_side=2 * g)[1].max() / theta.max() - 1
    assert abs(doubled - (profile(0.0, L, 2 * g) / peak - 1)) < 1e-4
    full_peak, radial_line, r_line = solve_cylinder(L)
    assert abs(full_peak / peak - 1) < 0.03
    rows.append((L, u, peak, q * L**2 / (8 * k * A), end_fraction,
                 peak / mean, doubled, current * L / (sigma * A), volts, full_peak))

# Radial drop inside the longest, side-cooled filament
drop = q / (4 * np.pi * k)
expected = drop * (r_line[-1]**2 - r_line[0]**2) / a**2
assert abs((radial_line[0] - radial_line[-1]) / expected - 1) < 0.02

# Limits: oxide hardly matters when short, sets the peak when long
assert abs(rows[0][6]) < 0.05 and abs(rows[-1][6] + 0.5) < 0.02

# Rise one healing length from the end of a very long filament
x, theta = solve_slices(30 * lam)
at_lam = np.interp(-15 * lam + lam, x, theta) / (q / g)
assert abs(at_lam - (1 - np.exp(-1))) < 1e-3


def volts_for_target(L):
    one_volt = solve_slices(L, heating=sigma * A / L**2)[1].max()
    return np.sqrt(target_rise / one_volt)


ratio_short = volts_for_target(10 * nano) / volts_for_target(5 * nano)
ratio_long = volts_for_target(400 * nano) / volts_for_target(200 * nano)
assert abs(ratio_short - 1) < 0.03 and abs(ratio_long - 2) < 0.02

# Length at which a filament without side loss would peak at the plateau of a
# very long one; the search variable is the length in units of lam
plateau = solve_slices(60 * lam)[1].max()
cross_ratio = brentq(
    lambda s: solve_slices(s * lam, g_side=0.0)[1].max() / plateau - 1, 1.0, 10.0)
assert abs(cross_ratio / np.sqrt(8) - 1) < 1e-6
cross = cross_ratio * lam

# Length at which half of the heat leaves through the ends
u_half = brentq(lambda v: np.tanh(v) / v - 0.5, 0.5, 5)
theta_half = solve_slices(2 * u_half * lam)[1]
assert abs(g * theta_half.mean() / q - 0.5) < 1e-4


def full_decay_ratio(k_fil):
    """(full healing length / one-dimensional one)^2 from the Bessel mode."""
    lam_1d = np.sqrt(k_fil * A / g)

    def mismatch(y):
        p = y / lam_1d
        flux = k_fil * p * j1(p * a)
        shell = j0(p * a) * y0(p * b) - y0(p * a) * j0(p * b)
        slope = p * (-j1(p * a) * y0(p * b) + y1(p * a) * j0(p * b))
        return flux * (1 / G - shell / (k_ox * slope)) - j0(p * a)

    return 1 / brentq(mismatch, 0.7, 1.2, xtol=1e-14)**2


weight_integral = quad(lambda s: s * (np.log(b / nano / s) / series_factor)**2,
                       a / nano, b / nano)[0] * nano**2
eta = k_ox * 2 * np.pi * weight_integral / (k * A)
beta = g / (8 * np.pi * k)
full_ratio = full_decay_ratio(k)
rest = full_ratio - 1 - eta - beta
rest_4k = full_decay_ratio(4 * k) - 1 - (eta + beta) / 4
assert abs(rest) < 0.1 * (eta + beta)
assert abs(16 * rest_4k / rest - 1) < 0.15

print(f"filament radius a = {a/nano:.1f} nm, shell radius b = {b/nano:.1f} nm")
print(f"filament thermal conductivity k = {k:.1f} W/(m K)")
print(f"oxide thermal conductivity k_ox = {k_ox:.1f} W/(m K)")
print(f"interface conductance G = {G:.1e} W/(m^2 K)")
print(f"electrical conductivity sigma = {sigma:.1e} S/m")
print(f"current I = {current/micro:.0f} microampere")
print(f"cross-section A = {A/nano**2:.2f} nm^2")
print(f"ln(b/a) = {np.log(b/a):.4f}, k_ox/(G a) = {k_ox/(G*a):.4f}")
print(f"lateral conductance g = {g:.4f} W/(m K)")
print(f"heating per length q = {q:.1f} W/m")
print(f"healing length lambda = {lam/nano:.2f} nm")
print(f"side-cooled plateau q/g = {q/g:.1f} K")
print(f"crossing of limiting peaks, L = {cross/nano:.1f} nm")
print(f"peak/plateau at that crossing = {profile(0.0, cross)*g/q:.3f}")
print(f"half the heat through ends: u = {u_half:.3f}, L = {2*u_half*lam/nano:.1f} nm")
print(f"rise/plateau at one lambda from a far end = {at_lam:.4f}")
for L, u, peak, parab, ends, shape, doubled, volt, v300, full in rows:
    print(f"L = {L/nano:.0f} nm: u = {u:.3f}, applied voltage = {volt:.4f} V")
    print(f"  peak rise = {peak:.2f} K, end-cooled limit = {parab:.2f} K")
    print(f"  heat through ends = {100*ends:.1f} %, peak/mean = {shape:.3f}")
    print(f"  peak change on doubling g = {100*doubled:.1f} %")
    print(f"  voltage for {target_rise:.0f} K rise = {v300:.4f} V")
    print(f"  field for that rise = {v300/L/1e6:.2f} MV/m")
    print(f"  full cylinder peak = {full:.2f} K ({100*(full/peak-1):+.2f} %)")
print(f"end-cooled voltage limit for that rise = {np.sqrt(8*k*target_rise/sigma):.4f} V")
print(f"side-cooled field limit = {np.sqrt(k*target_rise/sigma)/lam/1e6:.2f} MV/m")
print(f"voltage ratio, 10 nm to 5 nm = {ratio_short:.3f}")
print(f"voltage ratio, 400 nm to 200 nm = {ratio_long:.3f}")
print(f"axis-to-surface drop, long filament = {drop:.2f} K")
print(f"shell axial correction eta = {100*eta:.2f} %")
print(f"radial correction beta = {100*beta:.2f} %")
print(f"full/1D healing length squared = {full_ratio:.5f}")
print(f"full healing length = {lam*np.sqrt(full_ratio)/nano:.2f} nm")
print("every check passed")
```

Output:

```
filament radius a = 4.0 nm, shell radius b = 12.0 nm
filament thermal conductivity k = 10.0 W/(m K)
oxide thermal conductivity k_ox = 1.0 W/(m K)
interface conductance G = 1.0e+08 W/(m^2 K)
electrical conductivity sigma = 1.0e+06 S/m
current I = 200 microampere
cross-section A = 50.27 nm^2
ln(b/a) = 1.0986, k_ox/(G a) = 2.5000
lateral conductance g = 1.7460 W/(m K)
heating per length q = 795.8 W/m
healing length lambda = 16.97 nm
side-cooled plateau q/g = 455.8 K
crossing of limiting peaks, L = 48.0 nm
peak/plateau at that crossing = 0.541
half the heat through ends: u = 1.915, L = 65.0 nm
rise/plateau at one lambda from a far end = 0.6321
L = 10 nm: u = 0.295, applied voltage = 0.0398 V
  peak rise = 19.10 K, end-cooled limit = 19.79 K
  heat through ends = 97.2 %, peak/mean = 1.498
  peak change on doubling g = -3.4 %
  voltage for 300 K rise = 0.1577 V
  field for that rise = 15.77 MV/m
  full cylinder peak = 18.99 K (-0.55 %)
L = 50 nm: u = 1.473, applied voltage = 0.1989 V
  peak rise = 257.32 K, end-cooled limit = 494.73 K
  heat through ends = 61.1 %, peak/mean = 1.451
  peak change on doubling g = -33.1 %
  voltage for 300 K rise = 0.2148 V
  field for that rise = 4.30 MV/m
  full cylinder peak = 256.55 K (-0.30 %)
L = 200 nm: u = 5.894, applied voltage = 0.7958 V
  peak rise = 453.26 K, end-cooled limit = 7915.72 K
  heat through ends = 17.0 %, peak/mean = 1.198
  peak change on doubling g = -49.7 %
  voltage for 300 K rise = 0.6474 V
  field for that rise = 3.24 MV/m
  full cylinder peak = 456.30 K (+0.67 %)
end-cooled voltage limit for that rise = 0.1549 V
side-cooled field limit = 3.23 MV/m
voltage ratio, 10 nm to 5 nm = 1.013
voltage ratio, 400 nm to 200 nm = 1.994
axis-to-surface drop, long filament = 6.33 K
shell axial correction eta = 1.31 %
radial correction beta = 0.69 %
full/1D healing length squared = 1.02056
full healing length = 17.14 nm
every check passed
```
